# Slater-Condon signs from bit strings, including same-spin doubles

**Question**

I am writing a small configuration-interaction program in which a determinant is a pair of integers $(A,B)$. Bit $k$ of $A$ is 1 if orbital $k$ holds a spin-up electron, and $B$ does the same for spin down. Bit 0 is written at the right.

My test model has five electrons in a hard-wall box of length $L=1$ nm, with orbitals

$$\phi_k(x)=\sqrt{2/L}\,\sin[(k+1)\pi x/L],\qquad k=0,\dots,5.$$

A potential step of 100 zJ (1 zJ $=10^{-21}$ J) covers the left third. The repulsion is $e^2/(4\pi\varepsilon_0\sqrt{(x-x')^2+b^2})$ with $b=0.1$ nm. I have all the integrals

$$(pq|rs)=\iint \phi_p(x)\phi_q(x)\,\frac{e^2}{4\pi\varepsilon_0\sqrt{(x-x')^2+b^2}}\,\phi_r(x')\phi_s(x')\,dx\,dx'$$

by numerical quadrature.

For the sign of a matrix element I count the occupied bits strictly between the orbital an electron leaves and the one it enters. Single excitations come out right. But from $A=000111$, $B=000011$ to $A'=011100$, $B'=000011$ I get $-75.2$ zJ, while writing out all permutations of the determinant gives $+75.2$ zJ. What is wrong with my counting, and how do all the rules follow from the bits?

**Answer**

Your two counts are each correct for a single excitation of the original string. In a double, however, one excitation acts first and changes the string that the other one sees. When the two moves interleave, this costs one extra sign.

**Conventions**

Let $a^\dagger_{k\sigma}$ create an electron of spin $\sigma$ in orbital $k$. The sign of a determinant depends on the order of its creation operators. I put spin up before spin down, with orbital numbers rising from left to right within each spin. Operators with different labels anticommute. The orbitals are real and orthonormal, and the Hamiltonian is spin-free:

$$H=\sum_{pq\sigma}h_{pq}a^\dagger_{p\sigma}a_{q\sigma}+\frac12\sum_{pqrs}\sum_{\sigma\tau}(pq|rs)\,a^\dagger_{p\sigma}a^\dagger_{r\tau}a_{s\tau}a_{q\sigma}.$$

Here $h_{pq}$, with two orbital indices, is a one-electron integral. Below, $h$, $h_1$ and $h_2$ label holes (orbitals that are emptied), and $p$, $p_1$ and $p_2$ label particles (orbitals that are filled).

This $H$ conserves the number of electrons of each spin, so I compare determinants for which both numbers agree. If they differ, the element is zero. Spin-orbit coupling can mix the two spins, and the rules would then need extending.

**Excitation degree**

$X=A\oplus A'$ (XOR) has a 1 wherever the spin-up occupations differ. The holes are $X\,\&\,A$ and the particles are $X\,\&\,A'$. Equal electron numbers make these sets equally large, so each moved electron contributes two bits to $X$. Including spin down,

$$d=\tfrac12\left[\mathrm{popcount}(A\oplus A')+\mathrm{popcount}(B\oplus B')\right].$$

Each term of $H$ moves at most two electrons, so $\langle D'|H|D\rangle=0$ for $d>2$.

**Sign of a single excitation**

Consider one spin string. To remove electron $h$, move $a_h$ rightward past the creation operators standing before $a_h^\dagger$. There are $N_{<h}$ of them, the number of occupied orbitals below $h$, so the sign is $(-1)^{N_{<h}}$. Inserting $a_p^\dagger$ in its ordered place gives a similar sign, counted after $h$ has gone.

Let $n$ be the number of occupied orbitals strictly between $h$ and $p$.

- If $h<p$, then $N_{<p}=N_{<h}+1+n$ in the original string, where the 1 is $h$ itself. After its removal the count is $N_{<h}+n$. The total exponent is $2N_{<h}+n$.
- If $p<h$, then $N_{<h}=N_{<p}+n$, because $p$ is empty. Removing $h$ does not alter the count below $p$. The total exponent is $2N_{<p}+n$.

Both cases give $(-1)^n$. The mask for the open interval is

$$m(h,p)=2^{\max(h,p)}-2^{\min(h,p)+1},\qquad n=\mathrm{popcount}[A\,\&\,m(h,p)].$$

A spin-down pair $a_p^\dagger a_h$ must also pass the whole spin-up string, but both of its operators do so. The number of exchanges is even, and no sign remains. The same rule therefore holds with $B$ in place of $A$, and for one excitation in each spin the two signs multiply.

**Sign of a same-spin double**

Sort the labels so that $h_1<h_2$ and $p_1<p_2$. Reading bits from low to high does this automatically. Moving $a_{h_1}$ left past $a_{h_2}$ and $a^\dagger_{p_2}$ takes two exchanges, so

$$a^\dagger_{p_1}a^\dagger_{p_2}a_{h_2}a_{h_1}=(a^\dagger_{p_1}a_{h_1})(a^\dagger_{p_2}a_{h_2}).$$

The right-hand pair acts first, on the original string, and gives $(-1)^{n_2}$. The other pair then sees a string in which $h_2$ is empty and $p_2$ is filled. Let $I_1$ be the open interval between $h_1$ and $p_1$, and let $[\dots]$ be 1 if the statement is true and 0 otherwise. The count actually needed is

$$n_1'=n_1-[h_2\in I_1]+[p_2\in I_1].$$

Its parity differs from that of $n_1$ when one, but not both, of $h_2$ and $p_2$ lies in $I_1$. Sorted labels allow $4!/(2!\,2!)=6$ orders from low to high:

- $h_1h_2p_1p_2$: $h_2$ is inside $I_1$ and $p_2$ is outside, so the sign changes.
- $p_1p_2h_1h_2$: $p_2$ is inside and $h_2$ is outside, so the sign changes.
- $h_1p_1h_2p_2$, $h_1p_1p_2h_2$, $p_1h_1h_2p_2$, $p_1h_1p_2h_2$: both are outside, so nothing changes.

In the last four orders, $h_1$ and $p_1$ both lie below $h_2$ and $p_2$. In the first two they do not. One comparison therefore separates the cases:

$$\text{sign}=(-1)^{n_1+n_2+c},\qquad c=\begin{cases}1,&\max(h_1,p_1)>\min(h_2,p_2)\\0,&\text{otherwise.}\end{cases}$$

There is a simple way to see what $c$ repairs. In each crossing order, your counts include one electron that is itself moving: $h_2$ in the first interval for $h_1h_2p_1p_2$, or $h_1$ in the second interval for $p_1p_2h_1h_2$. In the other orders they include none. Thus $n_1+n_2=S+c$, where $S$ is the sum of the two masked counts taken on the spectators $A\,\&\,A'$. The full exponent is $S+2c$, so the sign is $(-1)^S$. With sorted pairs, you may count spectators and drop the correction.

**Values that go with the signs**

For a same-spin double, the annihilators in $H$ must remove $h_1,h_2$ and the creators must fill $p_1,p_2$. This allows four assignments. Two give $(p_1h_1|p_2h_2)$ with the operator above. The other two give $(p_1h_2|p_2h_1)$ with the annihilators exchanged, hence a minus sign. The factor $\tfrac12$ cancels the duplication:

$$\langle D'|H|D\rangle=\text{sign}\times[(p_1h_1|p_2h_2)-(p_1h_2|p_2h_1)].$$

Pairing $h_1$ with $p_2$ instead reverses both the operator sign and the bracket, so the element is unchanged. The short test for $c$ assumes sorted pairing, however.

For opposite spins, with $h\to p$ in spin up and $h'\to p'$ in spin down, spin conservation removes the exchange term and leaves $\text{sign}\times(ph|p'h')$.

For a single, the one-electron part gives $h_{ph}$. In the two-electron part, a second electron $j$ is removed and put back. The direct assignment contains $a_p^\dagger a_j^\dagger a_ja_h$, which acts as $a_p^\dagger a_h$ when $j$ is occupied. Exchanging the annihilators gives the opposite sign and requires $j$ to have the spin of $h$. Each assignment again occurs twice, cancelling $\tfrac12$:

$$\langle D'|H|D\rangle=\text{sign}\times\Big[h_{ph}+\sum_{j}^{\text{both spins}}(ph|jj)-\sum_{j}^{\text{same spin}}(pj|jh)\Big].$$

The term $j=h$ is absent from the derivation, since an electron cannot be removed twice. It may be left in both sums because it cancels, so $j$ can run over all occupied orbitals of $D$.

For $d=0$, two electrons $i,j$ are removed and both put back, directly or exchanged:

$$\langle D|H|D\rangle=\sum_i h_{ii}+\frac12\sum_{ij}\left[(ii|jj)-\delta_{\sigma_i\sigma_j}(ij|ji)\right].$$

The sums run over occupied spin orbitals. The factor $\tfrac12$ remains because each pair appears twice, and the self-interaction $i=j$ cancels.

**Your example**

*The double.* The XOR is $000111\oplus011100=011011$. It has four set bits, so $d=2$. The holes are 0, 1 and the particles are 3, 4. The masks are

$$m(0,3)=8-2=000110,\qquad m(1,4)=16-4=001100.$$

On $A=000111$ they give $n_1=2$ and $n_2=1$, hence your minus sign. But $\max(0,3)=3>\min(1,4)=1$, so $c=1$ and the exponent is 4. The spectator count agrees: orbital 2 lies in both intervals, so $S=2$. Therefore

$$\langle D'|H|D\rangle=+[(30|41)-(31|40)]=101.5-26.3=75.2\ \text{zJ}\quad(0.469\ \text{eV}).$$

*The spin-up single $1\to3$.* Orbital 2 lies between, so the sign is $-1$. The totals below use unrounded integrals, so their last digit can differ from a sum of the printed values. With spin-up orbitals 0, 1, 2 and spin-down orbitals 0, 1 occupied, the direct sum in zJ is

$$2(31|00)+2(31|11)+(31|22)=2(-207.12)+2(-46.59)-20.25=-527.68.$$

The exchange sum is

$$(30|01)+(31|11)+(32|21)=-114.03-46.59+244.36=83.73.$$

With $h_{31}=13.78$ zJ from the step, the element is $-(13.78-527.68-83.73)=597.6$ zJ, or 3.73 eV.

*One $1\to3$ move in each spin.* The mask is $000100$ for both. It finds one electron in $A$ and none in $B$, so the signs are $-1$ and $+1$. The element is $-(31|31)=-186.9$ zJ, or $-1.17$ eV. No crossing correction enters, because the moves are in different strings.

*The diagonal element.* The one-electron sum, direct half-sum and exchange half-sum give $1297.6+13437.2-4109.9=10624.9$ zJ, or 66.3 eV.

*A triple.* Combining your spin-up double with the spin-down single $1\to3$ gives popcounts 4 and 2, so $d=3$ and the element is zero.

**Does the sign matter?**

Reversing the sign of a whole determinant is harmless: it reverses one row and the matching column of the matrix, which leaves the eigenvalues unchanged. Omitting $c$ is different. For the 300 determinants with three spin-up and two spin-down electrons in your six orbitals, the lowest eigenvalue is 9832.6 zJ (61.37 eV). Without the correction it becomes 9733.3 zJ (60.75 eV), too low by 99.4 zJ, or 1.0% of the correct value. No state in this space has so low an energy, because the correct lowest eigenvalue is the minimum of $\langle\Psi|H|\Psi\rangle$ over its normalized states.

In selected configuration interaction, a candidate $D_a$ may be ranked by its coupling $\sum_I c_I\langle D_a|H|D_I\rangle$ to the current wavefunction $\sum_I c_I|D_I\rangle$. With one determinant in that wavefunction, a wrong sign disappears from the magnitude. With several, it can turn reinforcement into cancellation and so change which determinants are selected.

The numerical check compares the signs and the full 300-determinant matrix with explicit operator matrices. The energies describe this six-orbital model; convergence with more orbitals was not examined.

## Computed results

```
box length 1.0 nm; softening 0.1 nm
step height 100.0 zJ on left fraction 0.3333
orbitals 6; spin-up 3; spin-down 2
h^2/(8 m L^2) = 60.2467 zJ
e^2/(4 pi eps0 L) = 230.7078 zJ
source: up 000111, down 000011 (bit 0 at right)
diagonal: target 000111 000011; XOR 000000 000000; popcounts 0 0; degree 0
  matrix element = 10624.9080 zJ = 66.31546 eV
up single 1->3: target 001101 000011; XOR 001010 000000; popcounts 2 0; degree 1
  up: masks ['000100'], counts [1], crossing 0, sign -1
  matrix element = 597.6269 zJ = 3.73009 eV
up double 0,1->3,4: target 011100 000011; XOR 011011 000000; popcounts 4 0; degree 2
  up: masks ['000110', '001100'], counts [2, 1], crossing 1, sign +1
  matrix element = 75.1838 zJ = 0.46926 eV
up 1->3, down 1->3: target 001101 001001; XOR 001010 001010; popcounts 2 2; degree 2
  up: masks ['000100'], counts [1], crossing 0, sign -1
  down: masks ['000100'], counts [0], crossing 0, sign +1
  matrix element = -186.8674 zJ = -1.16633 eV
triple: target 011100 001001; XOR 011011 001010; popcounts 4 2; degree 3
  up: masks ['000110', '001100'], counts [2, 1], crossing 1, sign +1
  down: masks ['000100'], counts [0], crossing 0, sign +1
  matrix element = 0.0000 zJ = 0.00000 eV
diagonal: one-electron sum 1297.5702 zJ
diagonal: Coulomb half-sum 13437.2428 zJ
diagonal: exchange half-sum 4109.9050 zJ
single: h_31 = 13.7832 zJ
integral (31|00) = -207.1181 zJ
integral (31|11) = -46.5945 zJ
integral (31|22) = -20.2507 zJ
integral (30|01) = -114.0307 zJ
integral (32|21) = 244.3593 zJ
integral (30|41) = 101.5276 zJ
integral (31|40) = 26.3438 zJ
integral (31|31) = 186.8674 zJ
up double without crossing correction = -75.1838 zJ
sign tests in 7 orbitals: 1344 singles, 1680 doubles
doubles with wrong uncorrected sign: 560
crossing orders: ['h1 h2 p1 p2', 'p1 p2 h1 h2']
determinants in full matrix: 300
largest matrix discrepancy: 9.1e-12 zJ
lowest energy, correct signs: 9832.63893 zJ = 61.370505 eV
lowest energy, no crossing correction: 9733.28004 zJ = 60.750356 eV
energy error from omission: -99.35889 zJ
```
